# Choosing the Grid and Barrier Reading for Short-Channel Drain Coupling

## What the grid setting can change

The drain coupling of a transistor is a ratio of two potentials: the lowering of the source barrier divided by the rise of the drain bias. It has no dimension. Laplace's equation contains no length of its own, so, for fixed ratios of the applied voltages, the relative error caused by a grid step $h$ can depend only on geometric ratios: $h/\lambda$, where $\lambda$ is the decay length of the drain's influence, the fixed shape of the device, and the place of the barrier top within its grid cell. Centred differences are unchanged under $h\to-h$, so the solver's error in a smooth potential starts at $(h/\lambda)^2$. A value read at the nearest node lacks this symmetry. The node is displaced by some $\boldsymbol\delta$ of order $h$, and any quantity with a slope at the barrier top acquires an error of first order in $\boldsymbol\delta$.

Two choices therefore matter in a program that solves for the potential of a device on a grid: the step, and the way the barrier top is read. A quadratic fitted to nine potentials removes the first-order error. It does not remove the solver's own error, which a second grid can estimate.

## The boundary problem

Consider an undoped silicon body of length $L$ and thickness $t=2a$, with $0<x<L$ from source to drain and $-a<y<a$ from back gate to front gate. In subthreshold the mobile charge is neglected, so $\nabla^2\psi=0$. The contacts impose $\psi=V_{bi}$ at $x=0$ and $\psi=V_{bi}+V_D$ at $x=L$. If the field in the oxide is purely transverse, continuity of displacement gives

$$\pm\psi_y=\kappa(V_{f,b}-\psi)\ \text{ at } y=\pm a,\qquad \kappa=\frac{\epsilon_{ox}}{\epsilon_{Si}t_{ox}},$$

with gate potentials $V_f,V_b$ measured from flat band.

An electron has energy $-q\psi$. Its barrier is a minimum of $\psi$ along $x$. Since $\psi_{yy}=-\psi_{xx}$, the same point is a maximum across $y$: the controlling point is a saddle. Call its position $\mathbf r_s$ and its potential $\psi_s$. The two-bias coupling is

$$D=\frac{\psi_s(V_2)-\psi_s(V_1)}{V_2-V_1},$$

positive when the drain lowers the barrier.

The problem is linear, so $\psi=\psi_0+V_DG$, where $G$ is the response to one volt on the drain. Along the moving saddle,

$$\frac{d\psi_s}{dV_D}=G(\mathbf r_s)+\nabla\psi\cdot\frac{d\mathbf r_s}{dV_D}=G(\mathbf r_s),$$

because $\nabla\psi=0$ there. The differential coupling is thus $G$ at the saddle, and $D$ is its average over the bias interval.

## A reference from transverse modes

A long channel has the solution $u=m+sy$, with $m=(V_f+V_b)/2$. The front condition reads $s=\kappa(V_f-m-sa)$, hence $s=\kappa(V_f-V_b)/[2(1+\kappa a)]$. The remainder $\psi-u$ obeys the homogeneous gate conditions and separates into modes $\phi_n(y)$ with $\phi_n''=-k_n^2\phi_n$:

- even modes $\cos ky$ require $k\tan ka=\kappa$;
- odd modes $\sin ky$ require $k\cot ka=-\kappa$.

They are orthogonal because they share the same boundary conditions. Matching the contacts gives

$$\psi=u+\sum_n\phi_n\frac{S_n\sinh k_n(L-x)+(S_n+b_nV_D)\sinh k_nx}{\sinh k_nL},$$

$$S_n=\frac{\int(V_{bi}-u)\phi_n\,dy}{\int\phi_n^2\,dy},\qquad b_n=\frac{\int\phi_n\,dy}{\int\phi_n^2\,dy}.$$

The lowest even mode has $\lambda=1/k$ and

$$b=\frac{2\sin(ka)/k}{a+\sin(2ka)/(2k)}.$$

For equal gates at $V_g$ and $kL\gg1$, keep this mode and the exponentials that decay from each contact. With $U_s=V_{bi}-V_g$ and $U_d=U_s+V_D$, the midplane potential is

$$\psi-V_g\simeq b\left[U_se^{-kx}+U_de^{-k(L-x)}\right].$$

Its derivative vanishes when the two terms are equal, so

$$x_s\simeq\frac L2-\frac1{2k}\ln\frac{U_d}{U_s},\qquad \psi_s-V_g\simeq2b\sqrt{U_sU_d}\,e^{-kL/2}.$$

Differentiating with respect to $V_D$ gives a differential coupling $b\sqrt{U_s/U_d}\,e^{-kL/2}$. In this limit it falls as the drain bias rises, because the saddle retreats towards the source. The limit fails when $x_s$ comes within about $\lambda$ of a contact.

## Why the solver error is even in the step

At the front surface the centred boundary condition supplies the ghost value

$$\psi_{n+1}=\psi_{n-1}+2h\kappa(V_f-\psi_n),$$

which is inserted in the five-point equation; the back surface is treated alike. The linear solution $u$ satisfies these equations without error. For a discrete even mode $\cos qy$, the homogeneous ghost relation is

$$-2\sin qa\,\sin qh=-2h\kappa\cos qa,\quad\text{so}\quad \frac{\sin qh}{h}\tan qa=\kappa.$$

For the dependence $\sinh px$ or $\sinh p(L-x)$, the second differences cancel if $2\cosh ph-2=2-2\cos qh$, or

$$\sinh(ph/2)=\sin(qh/2).$$

Both relations are even in $h$. So are the contact amplitudes, whose integrals become trapezoidal sums:

$$\int\cos qy\,dy\to h\sin(qa)\cot(qh/2),$$
$$\int\cos^2qy\,dy\to a+\tfrac h2\sin(2qa)\cot(qh).$$

For odd modes the surface relation is $(\sin qh/h)\cot qa=-\kappa$. The sum for $\int y\sin qy\,dy$ is minus the $q$-derivative of the first sum, and the norm has the opposite sign before its sine term. These are even too. Each resolved mode therefore has an error series in $h^2,h^4,\ldots$. Modes that the grid resolves badly have decay lengths of order $h$ and are exponentially small at a saddle many cells from the contacts. There $\psi_h=\psi+h^2e(\mathbf r)+\ldots$, with $e$ smooth.

## The nine-point fit

Start at the node found by taking the maximum over $y$ in each column, then the minimum over $x$. Around it, with local coordinates $\xi,\eta\in\{-h,0,h\}$, fit

$$p=c+g_x\xi+g_y\eta+\tfrac12H_{xx}\xi^2+H_{xy}\xi\eta+\tfrac12H_{yy}\eta^2.$$

The patch sums are $\sum1=9$, $\sum\xi^2=\sum\eta^2=6h^2$, $\sum\xi^4=6h^4$ and $\sum\xi^2\eta^2=4h^4$; sums with an odd power vanish. The functions $\xi^2-2h^2/3$ and $\eta^2-2h^2/3$ are orthogonal to the constant and to each other, since $4h^4-8h^4+4h^4=0$. Each has squared norm $6h^4-8h^4+4h^4=2h^4$. Projection then gives

$$g_x=\frac{\sum\xi\psi}{6h^2},\quad H_{xy}=\frac{\sum\xi\eta\psi}{4h^4},\quad H_{xx}=\frac{\sum(\xi^2-2h^2/3)\psi}{h^4},$$

$$c=\frac19\sum\psi-\frac{h^2}{3}(H_{xx}+H_{yy}),$$

and the $y$ coefficients by exchange. Setting $\nabla p=\mathbf g+H\mathbf r=0$ yields

$$\mathbf r_*=-H^{-1}\mathbf g,\qquad \psi_*=c+\tfrac12\mathbf g\cdot\mathbf r_*.$$

Accept the point if $\det H<0$, the condition for a saddle, and if it lies in the central cell. Otherwise move the patch by one node and refit. A small overlap, accepting offsets up to $0.6h$, prevents switching back and forth at a cell edge.

### Error of the fit

Let the true saddle lie at $(u,v)$ from the patch centre; from here on $u$ is this offset. Write $A=\psi_{xxx}$ and $B=\psi_{xxy}$. Differentiating Laplace's equation gives $\psi_{xyy}=-A$ and $\psi_{yyy}=-B$. The cubic part of $\psi$ is therefore

$$\tfrac A6\xi^3+\tfrac B2\xi^2\eta-\tfrac A2\xi\eta^2-\tfrac B6\eta^3.$$

The fit replaces $\xi^3$ by $h^2\xi$, because $\sum\xi^4/\sum\xi^2=h^2$, and $\xi^2\eta$ by $\tfrac23h^2\eta$, because $\sum\xi^2\eta^2/\sum\eta^2=\tfrac23h^2$. Fitted minus true value at the saddle is, to leading order,

$$E=A\left(-\frac{h^2u}{6}-\frac{u^3}{6}+\frac{uv^2}{2}\right)+B\left(\frac{h^2v}{6}-\frac{u^2v}{2}+\frac{v^3}{6}\right).$$

At the true saddle $\nabla p=\nabla E$, with derivatives taken in $u,v$ at fixed $h$. The fitted saddle is thus displaced by $-H^{-1}\nabla E$, which is of order $h^2$. This displacement changes the fitted value by $-\frac12\nabla E\cdot H^{-1}\nabla E$, of order $h^4$, so the value error is $E=O(h^3)$.

Samples of the mode series, free of solver error, test this law at $h=0.005$ nm, $u=0.3h$, $v=-0.4h$. The displacement is $2.556\times10^{-7}$ nm, as predicted to the digits shown. The value error is $2.91\times10^{-12}$ V against a predicted $2.87\times10^{-12}$ V.

### What each reading inherits

Adding the solver error gives $\psi_*=\psi_s+h^2e(\mathbf r_s)+O(h^3)$. The two-bias coupling has a smooth $h^2$ error followed by a cell-dependent $h^3$ error.

For the differential coupling, fit $G$ on the same patch and evaluate it at $\mathbf r_*$. For a fixed patch this is the bias derivative of $\psi_*$: the fit is linear in its data, and the argument that gave $G(\mathbf r_s)$ applies to $p$. Its error is $O(h^2)$, but it contains $\nabla G\cdot(\mathbf r_*-\mathbf r_s)$, whose coefficient depends on $u/h$ and $v/h$.

At a node displaced by $\boldsymbol\delta$, the errors are

$$\psi_{node}-\psi_s\simeq\tfrac12\boldsymbol\delta^TH\boldsymbol\delta,\qquad G_{node}-G(\mathbf r_s)\simeq\nabla G\cdot\boldsymbol\delta,$$

apart from the solver error. The first is of second order but irregular; the second is of first order.

## A 20 nm double-gate transistor

Take $L=20$ nm, $t=8$ nm, 1 nm of oxide, and relative permittivities 11.7 and 3.9. Then $\kappa=3.9/11.7=0.3333$ nm$^{-1}$, and the lowest mode has $k=0.2378$ nm$^{-1}$, so $\lambda=4.2$ nm. At 300 K, contacts doped $10^{20}$ cm$^{-3}$ and an intrinsic density of $10^{10}$ cm$^{-3}$ give, with Boltzmann statistics, $V_{bi}=25.852\ \text{mV}\times\ln10^{10}=0.5953$ V. The gates are at $\pm0.05$ V, which moves the saddle off the midplane. The drain biases are 0.05 and 0.65 V.

The mode series puts the saddle at $(9.83,0.97)$ nm for low bias and $(8.41,0.69)$ nm for high bias. Its potential rises from 0.13368 to 0.18294 V, so

$$D=\frac{0.18294-0.13368}{0.60}=0.0821=82.1\ \text{mV/V}.$$

The equal-gate limit provides a hand check. Here $ka=0.951$ gives $b=1.14$, and $e^{-kL/2}=0.0927$. With $U_s=0.595$ V, $\sqrt{U_sU_d}$ is 0.620 V at low bias and 0.861 V at high bias. Thus $D\simeq2(1.14)(0.0927)(0.241)/0.60=85$ mV/V, about 4% above the series. The limit omits the gate difference and the smaller exponentials.

At high bias the series gives $G=70.4$ mV/V, below the bias average, as the retreat of the saddle requires. The lowest mode alone gives

$$G\simeq b\cos(ky_s)\frac{\sinh kx_s}{\sinh kL}=1.1434(0.9865)\frac{3.627}{58.12}=0.0704.$$

The grid results, in mV/V, are:

| $h$ (nm) | $D$, node | $D$, fit | $G$, node | $G$, fit |
|---|---|---|---|---|
| 1 | 82.938 | 82.619 | 63.04 | 70.893 |
| 0.5 | 81.813 | 82.218 | 72.53 | 70.491 |
| 0.25 | 82.142 | 82.131 | 71.80 | 70.396 |
| 0.125 | 82.083 | 82.108 | 69.60 | 70.381 |
| 0.0625 | 82.113 | 82.102 | 70.86 | 70.375 |

The references are 82.1005 for $D$ and 70.373 for $G$ at high bias. These digits serve the numerical comparison; the device model does not deserve them.

The nodal error in $G$ can be traced by hand. At $h=0.5$ nm the nearest node is $(8.5,0.5)$ nm, so $\boldsymbol\delta=(0.089,-0.193)$ nm. The lowest mode gives $G_x=k\coth(kx_s)G=17.4$ and $G_y=-k\tan(ky_s)G=-2.8$, both in mV/V per nm. The predicted error is $17.4(0.089)+2.8(0.193)=2.1$ mV/V; the table gives 2.2. On the tested grids with steps from 0.125 to 0.25 nm, the largest error in $G$ is 1.43 mV/V at nodes and 0.023 mV/V with the fit.

Successive halvings give fitted $D$ errors with orders 2.15, 1.93, 2.00 and 2.00. For the five steps in the table, the fitted $G$ error divided by $h^2$ varies between 0.37 and 0.53 mV/V per nm², consistent with a cell-dependent coefficient.

## Using two grids

If $D_h=D+Ch^2$, then $D_{2h}=D+4Ch^2$. Subtraction and elimination of $C$ give

$$D_h-D\simeq\frac{D_{2h}-D_h}{3},\qquad D\simeq\frac{4D_h-D_{2h}}{3}.$$

For the two finest grids the estimated error is $(82.10822-82.10246)/3=0.00192$ mV/V, equal to the actual error at this precision. The extrapolated coupling is 82.1005 mV/V.

The same formula applied to the two finest nodal values of $D$ gives $(4\times82.11276-82.08337)/3=82.123$. Its error, 0.022 mV/V, is larger than the 0.012 mV/V of the finest nodal value itself. Extrapolation needs a smooth coefficient, which node selection does not provide.

The analysis leads to the following guidance for a smooth potential with an interior saddle.

- Set the step from $\lambda$ and $t$, not from $L$ alone. For this geometry and bias pair, the relative error of the fitted $D$ is about $0.11(h/\lambda)^2$. A step of $t/16=0.5$ nm gives 0.14%.
- Keep the body thickness, channel length and contact positions unchanged when the step is halved. Otherwise a change of device is mixed with the grid error.
- Use the fitted saddle for both biases, and let each bias have its own patch.
- For a differential coupling, evaluate $G$ at the saddle or difference the fitted value on a fixed patch. If the patch switches between two close biases, an $O(h^3)$ jump is divided by a small voltage.
- Extrapolate $D$ after the observed order has settled near two. Treat extrapolation of $G$ with caution, because its $h^2$ coefficient changes with the cell position.

The method fails if the patch crosses a material interface or a point charge, if $\det H$ approaches zero, or if the maximum across $y$ reaches a surface. A smooth space charge changes the relations among the third derivatives, and hence the coefficients in $E$, but not the powers of $h$.

## How much accuracy the device model deserves

The chosen length, thickness and equivalent oxide are roughly those of scaled silicon fin transistors. Fins usually have a common gate, so the two gate potentials are a special feature of this example. Among the effects estimated here, the largest downward change comes from replacing the ideal contact planes and charge-free body by doped contacts and mobile electrons. A nonlinear Poisson calculation with abrupt 6 nm doped extensions, Boltzmann electrons and field-free surfaces beside the gate gives 64 mV/V, 22% lower. It used a 0.2 nm step; refinement raises the value by about 0.5 mV/V, to 64.4 mV/V. Removing the electrons from the undoped body changes it by less than 0.1 mV/V, so the reduction comes from the doped extensions, not from charge in the channel.

The gate insulator can act in the opposite direction. Including its lateral field in the lowest mode gives 83 mV/V for 1 nm of silicon dioxide, but 114 mV/V for a single layer of permittivity 20 with the same equivalent thickness. That layer is 5.1 nm thick, more than in a usual stack, so the second value marks a severe case. It is also a rough one: only the transverse decay constants were changed, while the coupling also depends strongly on the potential at the ends of so thick an insulator, which this estimate does not resolve. Solving Laplace's equation in body and insulator together gives about 108, 121 or 141 mV/V when the insulator ends carry no flux, vary linearly from contact to gate, or sit at the contact potential; for silicon dioxide the same choices give 83.5 to 84.5 mV/V.

The quantum effects estimated here are smaller than the changes found with doped contacts or with the thick insulator. Confinement across the body, with hard walls and a mass of 0.916 free-electron masses, adds 13.5 meV to the barrier at low bias and 15.0 meV at high bias. The coupling of this lowest level is $1.466/0.60\simeq2.4$ mV/V smaller than that of the saddle potential, or 80 mV/V. The mass belongs to one pair of valleys on a (100) surface; fins with (110) sidewalls need other values. The next level of this pair lies about 30 meV higher, and the lowest level of the other four valleys, with confinement mass 0.19, about 27 meV higher. Both are close to $k_BT$, so higher levels also carry current. For ballistic emission over the barrier, a thermal sum over all levels lowers the coupling by about 3.4 mV/V. This is not a purely quantum shift: the transverse well narrows with drain bias, and a classical thermal average across the body lowers the coupling by about 5 mV/V.

Tunnelling through the barrier top follows from the curvature $\psi_{xx}$ at the saddle, taken here from the mode series. For a parabolic barrier, with energy $\varepsilon$ in units of $k_BT$ from the top and $w=\hbar\sqrt{q\psi_{xx}/m}/(k_BT)$, the transmission is $1/(1+e^{-2\pi\varepsilon/w})$. The current relative to its classical value is

$$\int_{-\infty}^{\infty}\frac{e^{-\varepsilon}\,d\varepsilon}{1+e^{-2\pi\varepsilon/w}}=\frac{w/2}{\sin(w/2)},\qquad w<2\pi.$$

The substitution $z=e^{-2\pi\varepsilon/w}$ turns the left side into $(w/2\pi)\int_0^\infty z^{w/2\pi-1}/(1+z)\,dz$, whose integral is $\pi/\sin(w/2)$. With a mass of 0.19 the factors are 1.20 and 1.30. The effective coupling rises by $25.852\ln(1.3018/1.2033)/0.60=3.4$ mV/V, to 85 mV/V. Degenerate contact statistics shift $V_{bi}$ by 31 mV and give 83 mV/V.

These are separate estimates and should not be added. At high bias the doped calculation also has a largest potential drop to the drain of about 1.2 V, measured from the back surface near $x=8.6$ nm, more than 11 nm from the drain junction, so the tunnelling path at threshold would be long. The drop is close to silicon's gap of roughly 1.1 eV divided by $q$. Filled states in the drain and confinement raise the drop needed for band-to-band tunnelling, so this bias lies near its threshold; the current is not calculated. The lateral field peaks at about 5 MV/cm on this grid, at the drain edge of the gate. The surface condition changes abruptly there, so the peak grows logarithmically, by about 0.7 MV/cm for each halving of the step, and has no limit in this model. At the midplane the lateral field converges to about 2 MV/cm. Both values are above the breakdown field of bulk silicon. The bulk figure is not a direct limit for so small a total drop, but leakage at the drain may add to the current over the barrier.

For this device a fitted saddle at $h=0.5$ nm already has a grid error of 0.12 mV/V, far below the change found in the doped calculation. Further refinement helps a comparison of numerical methods. For a prediction, the contacts need attention first, and so does the gate insulator if it is thick and of high permittivity. The full values are in the numerical output.

## Table of computed values

```
Gate length, body, equivalent oxide: 20.0, 8.0, 1.0 nm
Relative permittivity Si, SiO2: 11.7, 3.9
Front, back gate potential: 0.05, -0.05 V
Drain biases: 0.05, 0.65 V; temperature 300 K
Contact doping, intrinsic density: 1e+20, 1e+10 cm^-3
Thermal voltage 25.852 mV; contact potential 0.59526 V
kappa 0.33333 1/nm; lowest mode k 0.23779 1/nm
Series saddle, low bias: x 9.82646, y 0.96843 nm
Series saddle, high bias: x 8.41054, y 0.69301 nm
Saddle potential low, high: 0.1336796, 0.1829399 V
Barrier from source low, high: 0.461585, 0.412324 eV
High-bias Hessian xx, xy, yy: 0.009996, 0.000027, -0.009996 V/nm^2
Series two-bias coupling: 82.10054 mV/V
Bias average of G on saddle path: 82.10054 mV/V
Series differential coupling, high bias: 70.37309 mV/V
Two-bias coupling: h (nm), node, fit, fit error (mV/V)
  1.0000  82.93757  82.61903  0.51849
  0.5000  81.81277  82.21777  0.11723
  0.2500  82.14216  82.13124  0.03070
  0.1250  82.08337  82.10822  0.00767
  0.0625  82.11276  82.10246  0.00192
Orders of fitted two-bias coupling: 2.145, 1.933, 2.000, 2.001
Richardson coupling: 82.100540 mV/V
Richardson minus series: -0.00116 uV/V
Estimated finest-grid error: 1.9190 uV/V
Actual finest-grid error: 1.9178 uV/V
High bias: h (nm), node G, fit G (mV/V), location error (nm)
  1.0000  63.03513  70.89260  1.09e-02
  0.5000  72.52955  70.49052  4.49e-03
  0.2500  71.80150  70.39619  9.00e-04
  0.1250  69.60229  70.38133  2.76e-04
  0.0625  70.85952  70.37486  4.51e-05
Largest G error, h 0.125-0.25 nm, node: 1.4284 mV/V
Largest G error, h 0.125-0.25 nm, fit: 0.0232 mV/V
Fit-only test h 0.005 nm: shift 2.556e-07, law 2.556e-07 nm
Fit-only value error 2.909e-12, law 2.871e-12 V
Separate estimates of neglected effects:
Doped contacts and electrons: coupling 63.90 mV/V
  saddle potential low, high 0.1169, 0.1552 V
Lateral field in SiO2: coupling 83.22 mV/V
High-k, permittivity 20, 5.13 nm: coupling 114.22 mV/V
Degeneracy: contact shift 30.99 mV, coupling 82.97 mV/V
Masses DOS, light, heavy: 1.08, 0.19, 0.916 m_e
Confinement energy low, high: 13.528, 14.994 meV
  coupling with confinement 79.66 mV/V
Tunnelling current factor low, high: 1.2033, 1.3018
  effective coupling with tunnelling 85.49 mV/V
Doped device peak lateral field: 5.29 MV/cm
Doped device largest drop to drain: 1.185 V
```
